# Coulomb functions at the turning point under strong repulsion

## A ratio close to $\sqrt3$

A positron with wave number $k=0.1$ per bohr moves in an s wave against a fixed proton. Classically it turns back at $r=200$ bohr. There the regular Coulomb function is $F_0=1.03427$ and the irregular one is $G_0=1.79969$. Their ratio, $1.7400$, is close to $\sqrt3=1.7321$. With a four times larger repulsion parameter, both values at the new turning point are larger by a factor of about $4^{1/6}=1.26$. The ratio, the power $1/6$ and the small departure from $\sqrt3$ all need an explanation.

In atomic units the radial equation is $-\tfrac12w''+w/r=\tfrac12k^2w$. With $\rho=kr$ and $\eta=1/k$ it becomes

$$\frac{d^2w}{d\rho^2}+\Big(1-\frac{2\eta}{\rho}\Big)w=0. \tag{1}$$

The bracket vanishes at $\rho=2\eta\equiv u$. Here $\eta=10$ and $u=20$. The functions are fixed by $F_0(0)=0$ and by

$$H\equiv G_0+iF_0\to e^{i\theta},\qquad \theta=\rho-\eta\ln2\rho+\arg\Gamma(1+i\eta), \tag{2}$$

for $\rho\to\infty$. Hence $F_0'G_0-F_0G_0'=1$ at every $\rho$, since this Wronskian is constant and equals one at infinity.

## The simple case: a linear potential

Put $\rho=u+u^{1/3}t$ and $\epsilon=u^{-2/3}$. Then $1-u/\rho=\epsilon t/(1+\epsilon t)$. Multiplication of (1) by $u^{2/3}$ gives

$$w_{tt}+\frac{t}{1+\epsilon t}\,w=0. \tag{3}$$

For $\epsilon\to0$ this is the equation of a constant force, with solutions $\mathrm{Ai}(-t)$ and $\mathrm{Bi}(-t)$. The length $u^{1/3}$ in $\rho$ is thereby explained. The local equation cannot say which combination is $F_0$, or how large it is: that information sits at $\rho=0$ and at infinity. Phase-integral matching can bring it to the turning point at leading order; an exact representation also gives the corrections.

## From the free wave to the Coulomb wave

For $\eta=0$ the outgoing wave can be written as

$$e^{i\rho}=i\rho\int_{-1}^{-i\infty}e^{-i\rho x}\,dx .$$

To include the repulsion, insert a weight $g(x)$ and try $w=\rho J$ with $J=\int e^{-i\rho x}g\,dx$. Since $w''=\rho J''+2J'$, equation (1) requires

$$\int e^{-i\rho x}\big[\rho(1-x^2)-2ix-2\eta\big]g\,dx=0 .$$

Replace $\rho e^{-i\rho x}$ by $i\,d(e^{-i\rho x})/dx$ and integrate by parts. If the boundary term $i(1-x^2)g\,e^{-i\rho x}$ vanishes at both ends, it suffices that

$$-i\big[(1-x^2)g\big]'-(2ix+2\eta)g=0 .$$

The terms $\pm2ixg$ cancel, leaving $g'=2i\eta g/(1-x^2)$. Thus

$$g=e^{2i\eta\,\mathrm{artanh}\,x}=\Big(\frac{1+x}{1-x}\Big)^{i\eta}.$$

On a path from $-1$ to $-i\infty$ the boundary term does vanish: $|g|$ is bounded, $1-x^2=0$ at the start, and $e^{-i\rho x}$ decays at the far end. Principal logarithms of $1\pm x$ are used, so the lower half-plane has no cut.

Set $H=iN\rho J$ and find $N$ from large $\rho$. On the vertical path $x=-1-iy/\rho$ we have $1+x=-iy/\rho$ and $1-x\to2$. Since $(-i)^{i\eta}=e^{\pi\eta/2}$ and $dx=-i\,dy/\rho$,

$$H\to Ne^{\pi\eta/2}e^{i\rho}(2\rho)^{-i\eta}\int_0^\infty e^{-y}y^{i\eta}dy
=Ne^{\pi\eta/2}|\Gamma(1+i\eta)|\,e^{i\theta}.$$

Comparison with (2) and the identity $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$ give

$$N=\Big[\frac{e^{-\pi\eta}\sinh\pi\eta}{\pi\eta}\Big]^{1/2}
=\Big[\frac{1-e^{-2\pi\eta}}{2\pi\eta}\Big]^{1/2}. \tag{4}$$

Now bend the path through $x=0$. On the first part replace $x$ by $-x$; on the second put $x=-iy$, for which $\mathrm{artanh}\,x=-i\arctan y$. With $\Phi=2\eta\,\mathrm{artanh}\,x-\rho x$,

$$J=\int_0^1e^{-i\Phi}dx-i\int_0^\infty e^{2\eta\arctan y-\rho y}dy .$$

The real and imaginary parts of $H=iN\rho J$ are

$$F_0=N\rho\int_0^1\cos\Phi\,dx, \tag{5}$$

$$G_0=N\rho\Big[\int_0^1\sin\Phi\,dx+\int_0^\infty e^{2\eta\arctan y-\rho y}dy\Big]. \tag{6}$$

The integral in (5) is at most one in size, so this function vanishes at the origin and is indeed the regular one. In the limit $\eta\to0$, where $N\to1$, (5) gives $\sin\rho$ and (6) gives $-(1-\cos\rho)+1=\cos\rho$, as they should.

## At the turning point the linear phase disappears

Set $\rho=u$. The phase becomes $\Phi=uv$, with

$$v=\mathrm{artanh}\,x-x=\frac{x^3}{3}+\frac{x^5}{5}+\frac{x^7}{7}+\cdots .$$

For large $u$ the region $x\sim u^{-1/3}$ matters, and the cubic term controls the integral. In (6) the exponent is $-uv$ with $v=y-\arctan y=y^3/3-y^5/5+\cdots$. Also $Nu\to\sqrt{u/\pi}$; the neglected factor $(1-e^{-\pi u})^{1/2}$ differs from one by an exponentially small amount.

Keep the cubic terms first and substitute $x=u^{-1/3}s$. The integral forms of the Airy functions at zero argument are

$$\pi\mathrm{Ai}(0)=\int_0^\infty\cos\frac{s^3}{3}ds,\qquad
\pi\mathrm{Bi}(0)=\int_0^\infty\Big[e^{-s^3/3}+\sin\frac{s^3}{3}\Big]ds .$$

Therefore

$$F_0(u)\simeq\sqrt\pi\,u^{1/6}\mathrm{Ai}(0),\qquad
G_0(u)\simeq\sqrt\pi\,u^{1/6}\mathrm{Bi}(0). \tag{7}$$

The power is $\tfrac12-\tfrac13=\tfrac16$: one half from $Nu$ and minus one third from the width of the integrand. The integrals share the factor $3^{1/3}\Gamma(4/3)$, multiplied by $\cos30^\circ=\sqrt3/2$ for Ai and by $1+\sin30^\circ=3/2$ for Bi. Their ratio is $\sqrt3$.

## The next terms

To go further, use $q=(3v)^{1/3}$ as variable in the oscillating integrals. From $dv=x^2dx/(1-x^2)=q^2dq$,

$$\frac13\frac{d(x^3)}{dq}=q^2(1-x^2). \tag{8}$$

Insert $x=q(1+aq^2+bq^4+cq^6+\cdots)$. Then

$$x^2=q^2\big[1+2aq^2+(2b+a^2)q^4+\cdots\big],$$

$$x^3=q^3\big[1+3aq^2+(3b+3a^2)q^4+(3c+6ab+a^3)q^6+\cdots\big].$$

Equal powers in (8) give three conditions:

- $5a=-1$, so $a=-\tfrac15$.
- $7(b+a^2)=-2a$, so $b=\tfrac{2}{35}-\tfrac1{25}=\tfrac{3}{175}$.
- $3(3c+6ab+a^3)=-(2b+a^2)=-\tfrac{13}{175}$, so $3c=-\tfrac{13}{525}+\tfrac{18}{875}+\tfrac1{125}=\tfrac2{525}$ and $c=\tfrac2{1575}$.

Hence

$$x=q-\frac{q^3}{5}+\frac{3q^5}{175}+\frac{2q^7}{1575}+\cdots . \tag{9}$$

For the exponential integral put $x=iy$ and $q=ip$. The defining relation becomes $p^3/3=y-\arctan y$, and (9) becomes

$$y=p+\frac{p^3}{5}+\frac{3p^5}{175}-\frac{2p^7}{1575}+\cdots .$$

Each power is integrated with

$$\int_0^\infty e^{iuv}d(q^n)=T_ne^{i\pi n/6},\qquad
T_n=\Big(\frac3u\Big)^{n/3}\Gamma\Big(1+\frac n3\Big). \tag{10}$$

For $n\ge3$ this is understood with a factor $e^{-\delta v}$ and $\delta\to0$ at the end. The factor does no harm to the full integral, because $dx/dv=(1-x^2)/x^2$ decays exponentially at large $v$.

The error of the series is controlled as follows. Subtract from $dx/dv$ the terms through $q^{11}$. The remainder starts as $v^{10/3}$ at small $v$, and at large $v$ it grows no faster than $v^{8/3}$. Its fourth derivative is therefore integrable at both ends. Four integrations by parts, without boundary terms, give a remainder $O(u^{-4})$. For the exponential integral, $\int_0^\infty e^{-uv}d(p^n)=T_n$, and the region away from $v=0$ is exponentially suppressed.

The contributions to the brackets of (5) and (6) are:

| $n$ | to $F_0$ | to $G_0$ |
|---|---|---|
| 1 | $\frac{\sqrt3}{2}T_1$ | $\frac32T_1$ |
| 3 | $0$ | $-\frac15T_3+\frac15T_3=0$ |
| 5 | $-\frac{\sqrt3}{2}\frac{3}{175}T_5$ | $+\frac32\frac{3}{175}T_5$ |
| 7 | $-\frac{\sqrt3}{2}\frac{2}{1575}T_7$ | $-\frac32\frac{2}{1575}T_7$ |

For $F_0$ the expected correction of relative order $u^{-2/3}$ is absent because $\cos90^\circ=0$. For $G_0$ the oscillating and exponential parts cancel. The same happens at $n=9$, so the next relative term comes from $n=11$ and is $O(u^{-10/3})$.

The gamma functions reduce by $\Gamma(z+1)=z\Gamma(z)$:

$$\frac{T_5}{T_1}=\frac{10}{3}\Big(\frac3u\Big)^{4/3}\frac{\Gamma(2/3)}{\Gamma(1/3)},\qquad
\frac{T_7}{T_1}=\frac{9}{u^2}\cdot\frac73\cdot\frac43=\frac{28}{u^2}.$$

The result at the turning point is

$$F_0(u)=\sqrt\pi u^{1/6}\mathrm{Ai}(0)\big[1-\kappa u^{-4/3}-\lambda u^{-2}+O(u^{-10/3})\big],$$

$$G_0(u)=\sqrt\pi u^{1/6}\mathrm{Bi}(0)\big[1+\kappa u^{-4/3}-\lambda u^{-2}+O(u^{-10/3})\big], \tag{11}$$

$$\kappa=\frac{2}{35}3^{4/3}\frac{\Gamma(2/3)}{\Gamma(1/3)}=0.12497,\qquad \lambda=\frac8{225}=0.03556 .$$

## Slopes, and a check on them

To leave the turning point we also need the slopes. Since $\partial\Phi/\partial\rho=-x$, differentiation of (5) and (6) gives at $\rho=u$

$$F_0'=\frac{F_0}{u}+Nu\int_0^1x\sin(uv)\,dx,$$

$$G_0'=\frac{G_0}{u}-Nu\Big[\int_0^1x\cos(uv)\,dx+\int_0^\infty ye^{-uv}dy\Big].$$

Write $x\,dx=\tfrac12d(x^2)$, with $x^2=q^2-\tfrac25q^4+\cdots$ and $y^2=p^2+\tfrac25p^4+\cdots$. Rule (10) holds for even $n$ as well, and $T_4=(4/u)T_1$. For $F_0'$,

$$F_0'\simeq N\Big[\frac{\sqrt3}{2}T_1+\frac{\sqrt3}{4}uT_2-\frac{\sqrt3}{10}\,4T_1\Big]
=N\Big[\frac{\sqrt3}{4}uT_2+\frac15\frac{\sqrt3}{2}T_1\Big].$$

For $G_0'$ the two $T_4$ pieces add to $\tfrac1{10}+\tfrac15=\tfrac3{10}$, so

$$G_0'\simeq N\Big[\frac32T_1-\frac34uT_2-\frac65T_1\Big]
=N\Big[-\frac34uT_2+\frac15\frac32T_1\Big].$$

The $T_2$ terms are the Airy slopes: differentiating the Airy integrals gives $-\pi\mathrm{Ai}'(0)=\tfrac{\sqrt3}4 3^{2/3}\Gamma(5/3)$ and $\pi\mathrm{Bi}'(0)=\tfrac34 3^{2/3}\Gamma(5/3)$. Hence

$$F_0'(u)\simeq\sqrt\pi u^{-1/6}\Big[-\mathrm{Ai}'(0)+\frac\epsilon5\mathrm{Ai}(0)\Big], \tag{12}$$

and $G_0'$ has Bi for Ai. The slopes, unlike the values, do have a correction of order $\epsilon$. In $F_0'G_0-F_0G_0'$ the two $\epsilon$ terms cancel, and the rest is $\pi(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi})=1$, as required.

## Away from the turning point

Let $A$ be Ai or Bi and $W_0(t)=A(-t)$. Put $w\propto W_0+\epsilon W_1$ in (3) and expand $t/(1+\epsilon t)=t-\epsilon t^2+\cdots$. At order $\epsilon$,

$$W_1''+tW_1=t^2W_0 .$$

With $W_0''=-tW_0$ one finds

$$(tW_0)''+t(tW_0)=2W_0',$$

$$(t^2W_0')''+t(t^2W_0')=2W_0'-5t^2W_0 .$$

One fifth of the difference solves the equation: $W_1=\tfrac15(tW_0-t^2W_0')$. It has $W_1(0)=0$ and $W_1'(0)=W_0(0)/5$, which are the starting data supplied by (11) and (12). No homogeneous solution has to be added. Since $W_0'=-A'(-t)$,

$$F_0=\sqrt\pi u^{1/6}\Big\{\mathrm{Ai}(-t)+\frac\epsilon5\big[t\,\mathrm{Ai}(-t)+t^2\mathrm{Ai}'(-t)\big]+O(\epsilon^2)\Big\}, \tag{13}$$

with Bi in place of Ai for $G_0$. The error estimate holds for bounded $t$, because the coefficients of (3) are then regular in $\epsilon$.

A limit on the allowed side shows what $u^{1/6}$ means. For large positive $t$, still inside the Airy region, $\mathrm{Ai}(-t)\simeq\pi^{-1/2}t^{-1/4}\sin(\tfrac23t^{3/2}+\tfrac\pi4)$. The amplitude of $F_0$ is then $u^{1/6}t^{-1/4}=(\epsilon t)^{-1/4}$. The local wave number in $\rho$ is $(1-u/\rho)^{1/2}\simeq(\epsilon t)^{1/2}$, so the amplitude is its inverse square root, as constant flux demands. The wave grows as the particle slows, and the growth stops near $t\sim1$, at a height of order $u^{1/6}$.

The same limit shows where the approximation fails. Since $\mathrm{Ai}'$ is larger than Ai by about $t^{1/2}$, the correction is small only for $\epsilon t^{5/2}\ll1$, that is, for $|\rho-u|\ll u^{3/5}$. Small $\eta$ is the other failure: the expansion then has no large parameter.

## The positron, in numbers

The energy is $k^2/2=0.005$ hartree, or $0.136$ eV. The proton is held fixed and acts as a point charge. The turning radius is $2\eta/k=200$ bohr, or $10.6$ nm, and the Airy length $u^{1/3}/k$ is $27$ bohr.

Reference values need a route that does not use the Airy expansion. Put $H=e^{i\theta}\sum_ka_k\rho^{-k}$ with $a_0=1$ in (1). Equal powers of $1/\rho$ give

$$a_{k+1}=\frac{(k+i\eta)(k+1+i\eta)}{2i(k+1)}a_k .$$

The ratio $|a_{k+1}/a_k|$ grows like $k/2$, so the series diverges at every $\rho$. At large $\rho$, however, its terms become negligibly small before they grow. The series is cut off there (at $\rho=85$ for $\eta=10$), and (1) is integrated numerically inward from that point.

At the turning point $u^{1/6}=1.64755$, $\mathrm{Ai}(0)=0.355028$ and $\mathrm{Bi}(0)=0.614927$. The corrections are $\kappa u^{-4/3}=0.002302$ and $\lambda/u^2=0.0000889$. Thus

$$F_0:\quad1.036755\to1.034368\to1.034276,$$

$$G_0:\quad1.795712\to1.799845\to1.799686,$$

for the leading, first and second approximations. The reference values are $1.034274$ and $1.799688$. The ratio is raised from $\sqrt3$ by about $2\kappa u^{-4/3}=0.46\%$, which gives the $1.7400$ of the opening.

One Airy length away, the correction of order $\epsilon=0.1357$ is at work:

| $t$, function | leading | with (13) | reference |
|---|---|---|---|
| $+1$, $F_0$ | 1.5639 | 1.6056 | 1.6025 |
| $+1$, $G_0$ | 0.3037 | 0.3589 | 0.3619 |
| $-1$, $F_0$ | 0.3951 | 0.3717 | 0.3692 |
| $-1$, $G_0$ | 3.5259 | 3.5041 | 3.5114 |

The correction helps least for $G_0$ at $t=-1$, where it only halves the error: it changes the value by $-0.0218$, while the higher terms left out amount to $+0.0073$.

## Reading off the powers

The next table gives the reference value at $\rho=2\eta$ divided by the leading value (7), minus one. The last two columns show what remains after the first correction $\mp\kappa u^{-4/3}$ is removed.

| $\eta$ | $F_0$ | $G_0$ | rest $F_0$ | rest $G_0$ |
|---|---|---|---|---|
| 2 | $-2.2\cdot10^{-2}$ | $+1.8\cdot10^{-2}$ | $-2.6\cdot10^{-3}$ | $-2.0\cdot10^{-3}$ |
| 10 | $-2.39\cdot10^{-3}$ | $+2.21\cdot10^{-3}$ | $-9.0\cdot10^{-5}$ | $-8.8\cdot10^{-5}$ |
| 40 | $-3.68\cdot10^{-4}$ | $+3.57\cdot10^{-4}$ | $-5.57\cdot10^{-6}$ | $-5.55\cdot10^{-6}$ |

The first two columns have opposite signs and the last two have equal signs, as (11) says. Between $\eta=10$ and $40$ the deviations fall with powers $-1.350$ and $-1.316$. These lie on either side of $-4/3$, because the $\lambda$ term enlarges the deviation of $F_0$ and reduces that of $G_0$, more so at the smaller $\eta$. The rests fall with powers $-2.009$ and $-1.993$, close to $-2$.

Over the same range the values themselves grow with powers $0.1681$ for $F_0$ and $0.1653$ for $G_0$, against $1/6=0.1667$. The first correction accounts for both differences: it lowers $F_0$ and raises $G_0$, and it fades as $\eta$ grows. Even at $\eta=2$, where $u$ is only 4, the leading Airy values are within about 2% of the reference.

Numbers in the example were calculated in double precision.
